Bonds Cut by Planes Through Silicon and the (111) Monohydride Density, part 2

How many bonds does a flat plane cut per area in silicon, and how does that number compare with the hydrogen density of an ideal monohydride (111) face, which has one hydrogen per surface atom?

The cubic lattice constant is a. The atoms occupy two face-centred cubic sublattices, A and B, with B displaced from A by (a/4)(1,1,1). There are 4/a³ A atoms per volume. Each A atom has four bonds to B atoms, with vectors (a/4)s_i, where

s₁ = (1,1,1)
s₂ = (1,−1,−1)
s₃ = (−1,1,−1)
s₄ = (−1,−1,1).

Each bond has length √3 a/4, and the bond density is 16/a³. Atoms stay at their perfect bulk positions. A bond is cut when its two atoms lie on opposite sides of the plane. It is counted once per area of plane and leaves one dangling bond on each of the two faces.

For a plane with unit normal n, whose ordered absolute components are h ≥ k ≥ l ≥ 0, the density of cut bonds averaged over the plane's position is

N(n) = (1/a²) max[4h, 2(h + k + l)].  (2)

The monohydride (111) density is

N_H = 4/(√3 a²).  (3)

The ratio R = N/N_H is

R = max[√3 cos α, (3/2) cos β],  (5)

where α is the angle from n to the nearest cube axis and β the angle to the nearest ⟨111⟩ axis. For (111), R = 3/2. The average over all orientations is also 2√3/a², with the same ratio.

Along (111), the A layers repeat with period d = a/√3. A plane in the wide gap, 3d/4, cuts one perpendicular bond per site. A plane in the narrow gap, d/4, cuts three inclined bonds per site, those with i = 2, 3, 4. The monohydride face is a cut in the wide gap. The explicit count for (111) used 40 evenly spaced heights covering a whole period.

### The count at a stated position

An implementation that places a plane at a known height needs the count there, not the average. Let the plane have integer Miller indices m = (m₁,m₂,m₃) with no common factor, and let g = √(m₁² + m₂² + m₃²). Measure heights in units of a/g, so that a point a(x,y,z) has height m₁x + m₂y + m₃z.

The cubic lattice translations have heights m₁, m₂ and m₃. Because these have no common factor, their whole-number combinations include every integer. The face-centring translations have heights (m₂ + m₃)/2, (m₁ + m₃)/2 and (m₁ + m₂)/2. If all indices are odd, these are integers too, and the A layers repeat with period P = 1. Otherwise at least one is a half-integer, and P = 1/2.

One A layer represents a thickness Pa/g, so it contains (4/a³)(Pa/g) = 4P/(ga²) atoms per area. The bond of direction i changes height by

q_i = s_i·m/4.

Let the plane lie at height t above an A layer, with 0 < t < P, and let the A layers be at jP for integer j. If q_i is positive, a bond is cut when jP < t < jP + q_i, so j lies between (t − q_i)/P and t/P. Since 0 < t/P < 1, the highest such j is zero, and the number of values is −floor[(t − q_i)/P]. If q_i is negative, the condition is jP + q_i < t < jP, and the number is +floor[(t − q_i)/P]. If q_i = 0, the floor is zero. All cases are covered by

N(m,t) = [4P/(ga²)] Σ_i |floor[(t − q_i)/P]|,  (7)

provided that the plane does not pass through an atom.

The (331) plane is a useful example because its count changes with position. Here P = 1, g = √19, and

q = 7/4, −1/4, −1/4, −5/4.

At t = 0.5 the four magnitudes are 2, 0, 0 and 1, a total of 3. At t = 0.9 they are 1, 1, 1 and 2, a total of 5. With 4/√19 = 0.918, the densities are 2.753/a² and 4.588/a². These are the smallest and largest values found by explicit counting. Their mean over a period is 3.212/a², or R = 1.39.

For (100) and (110), equation (7) gives a constant count. In the first case P = 1/2 and q = 1/4, 1/4, −1/4, −1/4: two bonds per site are cut on either side of t = 1/4. In the second, P = 1/2 and q = 1/2, 0, 0, −1/2: again two are cut at every allowed t. The prefactors are 2/a² and √2/a², which give 4/a² and 2√2/a².

A high index does not by itself imply a large variation. The explicit counts for (211), (311) and (321) were constant over the 40 heights sampled, whereas those for (331) were not.

A normal that is not parallel to any integer vector has no period at all, because the heights of the A sites come arbitrarily close to every value. Assume that the number of A sites per area in a slab has a limit as the area grows. Moving the slab by a lattice translation leaves this number unchanged, and the available shifts are dense. A very thin slab must have a very small density, since many separate shifted copies fit into a unit thickness whose total is finite. Slabs of equal thickness can therefore be matched as closely as desired, and the density depends on thickness alone. A large plane then cuts the average number of bonds at any height.

This was tested for n = (1,√2,√3)/√6, using a disc of radius 40a at three heights. Equation (2) gives 3.3854/a². The counts were 3.3862, 3.3866 and 3.3880/a², with a largest difference of 0.08 percent relative to the formula. A finite disc is not expected to agree perfectly, because its edge includes or excludes individual bonds. The size of the difference depends on the normal. For n = (1,1,√2)/2, where whole ⟨110⟩ rows lie parallel to the plane, it exceeds 1 percent at radius 40a and falls to about 0.3 percent at 150a.

### Densities for silicon

Take a = 0.54310 nm. The area per (111) site is

√3 a²/4 = 0.12772 nm².

One hydrogen in this area gives

N_H = 1/(0.12772 nm²) = 7.83 nm⁻² = 7.83 × 10¹⁴ cm⁻².

The position-averaged (111) value is

N(111) = 1.5 × 7.83 × 10¹⁴ cm⁻² = 1.174 × 10¹⁵ cm⁻².

The corresponding values are 1.356 × 10¹⁵ cm⁻² for (100) and 9.59 × 10¹⁴ cm⁻² for (110). These are counts of cut bonds. The (100) value means two hydrogens on every surface atom; a (100) face whose atoms pair into dimers and carry one hydrogen each has half of it, 6.78 × 10¹⁴ cm⁻². The (111) period is 0.3136 nm, divided into a wide gap of 0.2352 nm and a narrow gap of 0.0784 nm.

If a surface reaction transfers one electron for each bond, the monohydride density corresponds to a charge of 125.4 µC/cm², and the averaged (111) density to 188.2 µC/cm². A reaction that transfers another number of electrons per bond requires multiplication by that number. Charge from side reactions must be removed before such a comparison.

### Why a slight miscut does not restore the factor

A flat plane inclined by a small angle θ to (111) passes through wide and narrow gaps in turn. It therefore cuts about 1.5 bonds per site even when θ is very small. A stepped surface can behave differently: its terraces can all lie in wide gaps, with the change in height confined to the steps.

Consider straight steps along a ⟨110⟩ direction, each one period d high, with vertical edges. The terrace width measured along (111) is w = d/tan θ. As a first estimate, let the terraces supply one perpendicular dangling bond per site of projected area. Each edge also cuts bonds inside one double layer of silicon.

To count these, use the in-plane direction u = (1,1,−2)/√6, perpendicular to the step. The three inclined bonds have components along u of

a/(2√6), a/(2√6), −a/√6.

The rows of A atoms are separated by 3a/(2√6). An edge line between rows thus crosses either two bonds per repeat length, over one third of its positions, or one bond, over the other two thirds. The least number for a straight edge is one. The repeat length along the edge is a/√2.

With one bond per repeat length, the estimated addition per projected area is (√2/a)/w. Relative to N_H it is

(√2/a) × (√3 tan θ/a) × (√3 a²/4) = (3√2/4) tan θ.  (8)

For a chosen miscut of 0.5°, the terrace width is 0.3136 nm/tan 0.5° = 35.9 nm, and the estimated addition is 0.93 percent of N_H. Projected area is smaller than area on the inclined surface by the factor cos θ, so the estimated ratio for the stepped surface is

1.00926 × cos 0.5° = 1.0092.

The flat plane with the same inclination has R = 1.5 cos 0.5° = 1.4999. The comparison holds the inclination fixed and changes the path of the cut. 
The estimate ignores the sideways shift between layers. Let L = 3a/(2√6) be the separation of the rows. Each A layer is displaced by L/3 along u from the one above it, so identical steps have w = (n + 1/3)L if the surface descends along u, and w = (n + 2/3)L if it descends along −u, with n a whole number. When each edge cuts one bond per repeat length, the terrace exposes n rows in the first case and n + 1 in the second. Adding the edge bond gives totals of n + 1 and n + 2. A full terrace would supply w/L bonds, so the true excess per step is 2/3 or 4/3 of a bond per repeat length, and equation (8) is the mean of the two cases.

The case n = 1 provides a check. Descending along u, it has two bonds per repeat length a/√2 and an inclined width √(w² + d²) = a. The density is 2√2/a², which is the (110) value.

At 0.5° the additions are 0.62 and 1.23 percent of N_H, and the ratios are 1.0061 and 1.0123. If the edges cut two bonds per repeat length, the excess is 8/3 for descent along u and remains 4/3 for descent along −u. The largest of these ratios is 1.025, still far from 3/2.

### Hydrogen on a narrow-gap face

Counting a dangling bond does not establish that a hydrogen can occupy it without moving the surrounding atoms. A cut in the narrow gap leaves three dangling bonds on each surface silicon atom, so full termination would require SiH₃ groups. Three hydrogens from neighbouring groups would point toward the position of the same missing silicon atom.

For illustration, choose a Si–H length of 0.148 nm and keep the bulk bond directions. Each of the three hydrogens is then r = 0.2352 − 0.148 = 0.0872 nm from the missing atom. The angle between two tetrahedral directions has cosine −1/3, so the distance between hydrogens is

√[2r² − 2r²(−1/3)] = √(8/3) r ≈ 0.14 nm.

On the ideal monohydride face the hydrogens are 0.384 nm apart. The rough contact distance for hydrogens that are not bonded to each other is 0.24 nm. The narrow-gap face is therefore crowded in this unrelaxed geometry. Turning every SiH₃ group by 30° about the surface normal lengthens the shortest distance between groups to 0.21 nm, which is still below the rough contact distance. Rotation of the groups, combined with tilting or other relaxation, could reduce the crowding, and a different termination could avoid it. The model does not determine which of these occurs.

The same distance of 0.14 nm appears wherever two cut bonds lead to one missing atom. This is the case on the unrelaxed (100) cut and at the steps that descend along −u, for either type of edge. It is not the case on (110), on the monohydride (111) terrace, or at the one-bond edge that descends along u.

### Use on real wafers

Suitable wet etching in ammonium fluoride solutions can produce Si(111) surfaces with broad monohydride terraces. For these, N_H is the appropriate reference. The chosen miscut of 0.5° raises the density by 0.6 or 1.2 percent, depending on the direction of the tilt, if the steps are straight, run along ⟨110⟩ and cut one bond per repeat. The larger figure assumes that every bond at the crowded −u edge carries a hydrogen, which requires the edge to relax. Warming by 60 K, with a rough expansion coefficient of 2.6 × 10⁻⁶ K⁻¹, changes it by −0.031 percent. The value N_H also assumes complete termination of a regular face. Missing hydrogen lowers the count in direct proportion to the fraction of empty sites, while roughness and other hydrides change it by an amount that depends on their structure. Neither is represented by multiplying N_H by 1.5.

For a flat geometric cut with unknown position, use equation (2). For a known position and integer indices, use equation (7). For an ideal monohydride (111) face, use N_H. The numerical output lists the individual plane counts and the values for silicon.

Numbers as computed

```
lattice constant a = 0.54310 nm
bond length = 0.2352 nm
bulk bond density = 9.9879e+22 cm^-3
(111) area per site = 0.12772 nm^2
(111) period = 0.3136 nm
wide gap = 0.2352 nm
narrow gap = 0.0784 nm
fraction of positions, 1 bond/site = 0.75
fraction of positions, 3 bonds/site = 0.25
explicit counts in units of a^-2; ratio to monohydride (111)
(100) min 4.0000 max 4.0000 mean 4.0000 ratio 1.7321
(110) min 2.8284 max 2.8284 mean 2.8284 ratio 1.2247
(111) min 2.3094 max 6.9282 mean 3.4641 ratio 1.5000
(211) min 3.2660 max 3.2660 mean 3.2660 ratio 1.4142
(311) min 3.6181 max 3.6181 mean 3.6181 ratio 1.5667
(331) min 2.7530 max 4.5883 mean 3.2118 ratio 1.3908
(321) min 3.2071 max 3.2071 mean 3.2071 ratio 1.3887
irrational plane, formula = 3.3854 a^-2
irrational plane, disc counts = 3.3862, 3.3866, 3.3880 a^-2
disc radius = 40 a
orientation average = 3.4641 a^-2
orientation average ratio = 1.5000
monohydride (111) = 2.3094 a^-2
monohydride (111) = 7.8295e+14 cm^-2
position-averaged (111) = 1.1744e+15 cm^-2
position-averaged (100) = 1.3561e+15 cm^-2
position-averaged (110) = 9.5892e+14 cm^-2
charge, monohydride = 125.4 uC/cm2
charge, averaged (111) = 188.2 uC/cm2
chosen miscut = 0.5 degrees
terrace width = 35.9 nm
least bonds per step repeat = 1
step repeat length = 0.3840 nm
step addition = 0.93 percent
stepped surface ratio = 1.0092
flat tilted plane ratio = 1.4999
rough expansion coefficient = 2.6e-06 K^-1
warming = 60 K
thermal density change = -0.031 percent
rough Si-H length = 0.148 nm
H-H distance, unrelaxed SiH3 face = 0.142 nm
H-H distance, monohydride face = 0.384 nm
```
